# Why Thin Silicon Slabs Exaggerate Some Surface Gaps

A thin slab tends to exaggerate a surface gap when at least one edge of the gap is a band state of the crystal interior. Such a state must fit between the two faces, and the confinement energy falls only as the inverse square of the thickness. A surface level well inside the gap has an energy of its own, fixed near the surface, which in a one-electron description the slab reproduces with an exponentially small error. A gap between two such levels therefore need not be exaggerated at all; in the model below it comes out too small, by an amount that falls exponentially with thickness. "Exaggerated" here means relative to a very thick slab at the same level of theory, not relative to experiment.

## A slab that can be solved

Fix the wavevector parallel to the surface. The slab becomes a chain of \(N\) cells of height \(a\), each standing for one silicon (111) bilayer, with atoms A and B. The hopping is \(t_1\) inside a cell and \(t_2\) between cells, with \(t_1>t_2>0\). Energies are measured from bulk midgap. The amplitudes obey

\[
EA_j=t_1B_j+t_2B_{j-1},\qquad EB_j=t_1A_j+t_2A_{j+1}.
\]

For a Bloch wave, \(A_j,B_j\propto e^{ikj}\), the product of the two equations gives \(E^2=t_1^2+t_2^2+2t_1t_2\cos k\). The band edges lie at \(k=\pi\). Writing \(k=\pi+q\) and \(D=t_1-t_2\),

\[
E^2=D^2+4t_1t_2\sin^2(q/2).
\]

The bulk gap is \(2D\). For small \(q\) the conduction energy is \(D+t_1t_2q^2/(2D)\). Since \(q/a\) is the wavenumber, comparison with \(\hbar^2(q/a)^2/(2m)\) gives \(\hbar^2/m=t_1t_2a^2/D\).

Each face may carry orbitals of energy \(e_i\), coupled by \(t_i'\) to the end atom. The amplitude of such an orbital on the left face is \(t_i'A_1/(E-e_i)\), so the end atom obeys

\[
EA_1=t_1B_1+S(E)A_1,\qquad S(E)=\sum_i\frac{t_i'^2}{E-e_i}.
\]

Comparison with the bulk equation continued to \(j=1\) gives the boundary condition

\[
t_2B_0=SA_1 .
\]

The two faces are equivalent, and there is no charge transfer, relaxation or electric field. Three surfaces will be compared: passivated (no surface orbital, \(S=0\)), lone pair (one filled level), and reconstructed (one filled and one empty level).

## The intrinsic surface level

On a semi-infinite crystal a surface state has \(A_j=A_1\lambda^{j-1}\) with \(|\lambda|<1\). Replacing \(e^{ik}\) by \(\lambda\) in the bulk relation gives

\[
E^2=t_1^2+t_2^2+t_1t_2(\lambda+1/\lambda).
\]

The second bulk equation at \(j=0\) gives \(EB_0=A_1(t_1/\lambda+t_2)\). Inserting \(B_0=SA_1/t_2\) and multiplying by \(t_2\lambda\),

\[
S(E)\,E\lambda=t_2(t_1+t_2\lambda).
\]

These two equations fix the intrinsic level \(E_s\); a single orbital exactly at midgap, for which \(A_1=0\), must be treated as a limit. The thickness does not appear. Inside the gap \(\lambda+1/\lambda<-2\), so \(\lambda\) is negative and the wave changes sign from cell to cell as it decays.

## The confined band edge

At the conduction edge, \(E=D\), the bulk equations have the linear solution

\[
A_j=(-1)^j(j+\alpha),\qquad B_j=(-1)^j(j+\alpha-t_2/D).
\]

The second line of the bulk equations confirms it: \(t_1(j+\alpha)-t_2(j+1+\alpha)=D(j+\alpha)-t_2\). The first holds likewise. The boundary condition reads \(t_2(\alpha-t_2/D)=-S(1+\alpha)\), hence

\[
\alpha=\frac{t_2^2/D-S}{t_2+S}.
\]

Just above the edge, \(E-D\) is of order \(q^2\). Near the surface the envelope is therefore still this straight line, which is the beginning of a sine. On the left the A envelope extrapolates to zero at \(j=-\alpha\), and the B envelope at \(j=t_2/D-\alpha\). Reflection of the slab exchanges \(A_j\) with \(B_{N+1-j}\), up to a sign, so the right-hand zero of A lies at \(N+1-t_2/D+\alpha\). The distance between the zeros is \(N+c\), with

\[
c=1-\frac{t_2}{D}+2\alpha
=\frac{(D-t_2)(t_2+S)+2t_2^2-2DS}{D(t_2+S)}
=\frac{t_1}{D}\,\frac{t_2-S}{t_2+S}.
\]

In the last step the numerator is \((D+t_2)(t_2-S)\), and \(D+t_2=t_1\). For surface orbitals inside the gap, \(S(D)>0\). The valence edge follows by reversing the signs of \(B_j\), \(E\) and \(S\), so for such orbitals both edges are covered if \(S\) is replaced by \(|S|\) at the edge concerned.

The lowest standing wave has half a wavelength between the zeros, \(q\simeq\pi/(N+c)\). Its shift is

\[
\Delta_{\rm conf}\simeq\frac{\hbar^2\pi^2}{2ma^2(N+c)^2}.
\]

This parabolic form requires \(N+c\gg\pi\sqrt{t_1t_2}/D\). It also requires the surface orbitals to lie much farther from the band edge than the shift itself, so that \(S\) hardly changes over the shift. The surface affects the shift through \(c\). For orbitals inside the gap it runs from \(t_1/D\) at \(S=0\) towards \(-t_1/D\) for very large \(|S|\), which changes the effective width by a few cells for the parameters below. An orbital above the conduction band can make \(S(D)\) negative; \(c\) then exceeds \(t_1/D\) and grows without bound as \(S\to-t_2\). For finite \(c\) the inverse-square law remains at large \(N\).

## What the second face does to a surface level

Let \(\psi_L\) be the normalized surface state of the left face, cut off after cell \(N\), and \(\psi_R\) its mirror image. In the slab, \(\psi_L\) fails to satisfy the equations only at the right face: the term \(t_2A_{N+1}\) is missing on the last atom, and that atom now drives the right-hand surface orbitals. On the last atom \(\psi_R\) has amplitude \(A_1\), and its orbitals contribute \(SA_1\). Therefore

\[
M=\langle\psi_R|H-E_s|\psi_L\rangle=A_1(SB_N-t_2A_{N+1}).
\]

With \(B_N=\lambda^NSA_1/t_2\) and \(A_{N+1}=\lambda^NA_1\), the even and odd combinations move by \(\pm M\), and the half splitting is

\[
w=|M|=A_1^2|\lambda|^N\,\frac{|S^2-t_2^2|}{t_2}.
\]

The mean of the pair moves only in second order, as \(\lambda^{2N}\) up to a factor of order \(N\). The amplitude follows from normalization, a sum over the orbitals and a geometric series over the cells:

\[
\frac1{A_1^2}=\sum_i\frac{t_i'^2}{(E_s-e_i)^2}+\frac{1+(B_1/A_1)^2}{1-\lambda^2},
\qquad \frac{B_1}{A_1}=\frac{t_1+t_2\lambda}{E_s}.
\]

## Three gaps, three thickness errors

Both members of a filled pair are occupied, so the upper one bounds the gap; for an empty pair it is the lower one. To leading order in tunnelling,

\[
\begin{aligned}
G_{\rm passivated}&=2D+\Delta_e+\Delta_h,\\
G_{\rm lone\ pair}&=(D-E_s)+\Delta_e-w,\\
G_{\rm reconstructed}&=(E_{s2}-E_{s1})-w_1-w_2 .
\end{aligned}
\]

Here \(\Delta_e\) and \(\Delta_h\) are the electron and hole confinement shifts. The brackets are intrinsic, and the remaining terms belong to the slab. In the reconstructed slab a transition from the filled surface level to the conduction band still carries \(\Delta_e\), although the smallest gap does not.

## Numbers in the silicon regime

Take a bulk gap of 1.12 eV, a normal mass of 0.26 electron masses and a bilayer height of 0.314 nm. Then \(D=0.56\) eV, \(t_1=1.600\) eV and \(t_2=1.040\) eV. The lone-pair orbital has energy \(-0.35\) eV and coupling 0.50 eV. The reconstructed face has a second orbital at \(+0.25\) eV with the same coupling.

For the lone pair the intrinsic level is \(E_s=-0.294\) eV with \(\lambda=-0.693\), so the thick-slab gap is \(0.560+0.294=0.854\) eV. At the conduction edge \(S=0.25/0.91=0.275\) eV, hence

\[
c=\frac{1.600}{0.560}\times\frac{1.040-0.275}{1.040+0.275}=1.66 .
\]

For ten bilayers, 3.14 nm, \(q\simeq\pi/11.66=0.269\). The full dispersion relation then gives a shift of

\[
\sqrt{0.56^2+4(1.600)(1.040)\sin^2(0.1347)}-0.56\simeq0.0985\ \text{eV}.
\]

Diagonalizing the slab gives 0.0988 eV. The splitting formula has \(S(E_s)\simeq4.49\) eV and \(A_1^2\simeq0.0100\), so \(w\simeq0.184\,|\lambda|^{10}\simeq0.0047\) eV, again as in the diagonalization. The gap error is \(0.099-0.005=0.094\) eV, about 11% of the thick-slab gap.

Errors relative to the thick-slab gap, from diagonalization, are:

| Bilayers | Passivated (eV) | Lone pair (eV) | Reconstructed (eV) |
|---:|---:|---:|---:|
| 4 | +0.583 | +0.311 | −0.063 |
| 10 | +0.170 | +0.094 | −0.007 |
| 20 | +0.055 | +0.030 | −0.0002 |
| 40 | +0.016 | +0.008 | about \(-10^{-7}\) |

From 20 to 40 bilayers the lone-pair error falls by a factor 3.6. The offset law predicts \((41.66/21.66)^2=3.7\), whereas a law in \(1/N^2\) without offset would give 4. The reconstructed error falls by more than a thousand over the same interval, as tunnelling requires. The numerical output lists the remaining values.

## Removing the confinement error

The separation suggests a remedy. Take the mean of the split surface pair from the slab and the band edge from a bulk calculation, with both energies on a common scale. The confinement shift then never enters, and the tunnelling splitting cancels to first order. For the lone pair at ten bilayers the error drops from 0.094 eV to about 0.0001 eV. The uncorrected gap needs 37 bilayers, 11.6 nm, to come within 0.01 eV.

In this model the common scale is given. In a self-consistent calculation it can be obtained by matching the potential in the middle of the slab to that of the bulk crystal, and any alignment error enters the gap in full. The slab must therefore be thick enough to have a bulk-like middle, a requirement that the model cannot test.

Extrapolating thin slabs with a plain \(1/N^2\) law is less safe. The lone-pair gaps at 6 and 10 bilayers, 1.045 and 0.9485 eV, extrapolate to

\[
\frac{100(0.9485)-36(1.0450)}{64}=0.894\ \text{eV},
\]

which is 0.04 eV too high. The positive offset and the nonparabolic band make the confinement shift vary more slowly than \(1/N^2\), and the tunnelling term, which lowers the gap, falls faster than \(1/N^2\) between these two thicknesses. All three push this extrapolation upward.

## How far this applies to real silicon

The gap and mass are rough silicon values; the surface orbitals are chosen parameters, not a fit to a particular reconstruction. Hydrogen-terminated Si(111) is closest to the passivated case, in which \(S=0\) is an idealization. Its real valence band is not the mirror image of the conduction band, and the two bulk band edges lie at different parallel wavevectors, whereas the model places both at one. At a fixed parallel wavevector the gap of silicon is larger, about 2 eV both at the surface zone centre and at the projection of the conduction valleys. The decay factor \(\lambda\), the offset \(c\) and the splittings, which the model ties to the 1.12 eV gap, are therefore model numbers and not those of silicon. With a rough heavy-hole mass of 0.70, at fixed effective width and in the parabolic estimate, the hole shift at ten bilayers falls from 0.089 to 0.033 eV. The exaggeration is then smaller but still present. Semilocal density functionals give too small a bulk gap. With 0.60 eV and the same mass, the passivated error of the model, relative to that smaller bulk gap, is 0.148 eV instead of 0.170 eV. The change arises because the chain ties the offset \(t_1/D\), now 3.69 instead of 2.86, and the nonparabolicity to the gap. Indirect-gap silicon need not share this link, so the number shows only that the model error stays of similar size.

A further effect lies outside the one-electron model. A carrier in the middle of a slab in vacuum is repelled by its image charges. The images lie at distances \(nL\) on both sides, where \(L=Na\), and are weakened by \(p^n\) with \(p=(\epsilon-1)/(\epsilon+1)\). With the factor one half for a self-energy, in Gaussian units,

\[
U=\frac{e^2}{\epsilon L}\sum_{n\ge1}\frac{p^n}{n}=\frac{e^2}{\epsilon L}\ln\frac{\epsilon+1}{2}.
\]

For \(\epsilon=11.7\) and ten bilayers this classical estimate is 0.07 eV per carrier, comparable with the confinement shift. It raises the energy needed to add an electron or a hole, and it falls only as \(1/L\). A calculation that includes this polarization therefore has a second thickness error, which the inverse-square law does not describe. A carrier in a surface level is also repelled by images behind the far face, so its energy too acquires a term in \(1/L\). The exponential convergence found above, and the remedy built on it, do not cover this effect. Where the two faces differ, a field may also cross the slab; the band edge then depends on position, and the simple separation fails.

## Values computed for the example and the checks

```
bulk gap 1.12 eV; normal mass 0.26 m_e
bilayer height 0.314 nm
t1 1.6002 eV; t2 1.0402 eV; half gap 0.560 eV
gap of ring without surfaces 1.120000 eV
mass from numerical curvature 0.26000 m_e
surface orbital -0.35 eV, coupling 0.50 eV
surface orbital +0.25 eV, coupling 0.50 eV
(lone-pair surface has only the first of these orbitals)
passivated: thick-slab gap 1.1200 eV
  width offset valence +2.858, conduction +2.858 cells
lone pair: thick-slab gap 0.8543 eV
  width offset valence -0.192, conduction +1.664 cells
  intrinsic level -0.2943 eV, lambda -0.6927, decay length 0.855 nm
reconstructed: thick-slab gap 0.5127 eV
  width offset valence -0.516, conduction -0.055 cells
  intrinsic level -0.2986 eV, lambda -0.6941, decay length 0.860 nm
  intrinsic level +0.2141 eV, lambda -0.6714, decay length 0.788 nm
gap error = slab gap minus thick-slab gap, in eV
N, nm, passivated, lone pair, reconstructed
 4   1.26 0.58315 0.31126 -6.25e-02
 6   1.88 0.35103 0.19070 -3.08e-02
10   3.14 0.16977 0.09419 -7.08e-03
20   6.28 0.05508 0.03027 -1.64e-04
40  12.56 0.01587 0.00838 -9.10e-08
lone pair: N, electron confinement, half splitting, cured error (eV)
 4 0.35021 4.37e-02 +4.76e-03
 6 0.20982 2.05e-02 +1.43e-03
10 0.09876 4.68e-03 +1.15e-04
20 0.03039 1.19e-04 +1.41e-07
40 0.00838 7.68e-08 +1.14e-13
error below 0.01 eV, raw lone-pair gap: 37 bilayers, 11.62 nm
same after cure (search starts at 2): 3 bilayers, 0.94 nm
lone-pair slab gaps N=6, 10: 1.0450, 0.9485 eV
plain 1/N^2 extrapolation minus true limit: +0.0399 eV
N=10 electron shift, parabolic hard wall: 0.1467 eV
N=10 same with width offset: 0.1078 eV
N=10 passivated parabolic hole shift, mass 0.26: 0.0887 eV
N=10 same, rough heavy-hole mass 0.70: 0.0330 eV
N=10 passivated gap error if bulk gap is 0.60 eV: 0.1483 eV
image energy per carrier at mid-slab, N=10, permittivity 11.7: 0.0725 eV
thermal energy at 300 K: 0.0259 eV
```
